Exponential k-point grid convergence in a Chern insulator, part 1

(Sections cited here and not found follow in the second part.)

**A Chern insulator converges exponentially on a k-point grid**

A calculation on a two-dimensional magnetic insulator needs a k-point grid. Suppose the filled band has Chern number C ≠ 0 and the construction of localized Wannier functions has failed: the spread keeps growing as the grid is refined. The decision is whether the energy and the density must then be treated like those of a semimetal, with dense grids and extrapolation in powers of 1/N, or like those of an ordinary insulator, where a modest N×N grid is exact to many digits.

One argument points to the first choice. If Wannier functions decay exponentially, the density matrix, which is a sum of products of them, decays exponentially, and grid sums converge exponentially. That implication is true. The argument then concludes that without such Wannier functions the convergence is slow. That step is false, because localized Wannier functions are sufficient for fast convergence but not necessary. In the Haldane model with C = −1 treated here, the Wannier function falls off only as R^(−2), while a 24×24 grid gives the energy per cell to 8×10⁻¹¹ t, better than in a topologically trivial phase with the same gap, an ordering that comes from the shape of the bands and not from topology as such. The numbers come from the numerical check.

**The model**

Energies are in units of the nearest-neighbour hopping t and lengths in units of the lattice constant a. The lattice vectors are a1 = (1, 0) and a2 = (1/2, √3/2), the cell area is A_c = √3/2, and each cell holds orthonormal orbitals A and B. With k_j = k·a_j and R = R1 a1 + R2 a2, k·R = k1R1 + k2R2. The Bloch Hamiltonian is H(k) = Σ_R H(R) e^(ik·R) with H(R) = ⟨cell 0|H|cell R⟩, so it is 2π-periodic in k1 and k2. Zone averages and Fourier coefficients are

⟨f⟩ = (1/4π²) ∫dk1 dk2 f = (A_c/4π²) ∫d²k f,  f̂(R) = ⟨f e^(−ik·R)⟩,

where the Jacobian dk1 dk2 = A_c d²k is the determinant of (a1, a2).

Site A couples to B in the cells 0, −a1, −a2. The second-neighbour hopping on A is +i t2 along b = a1, a2−a1, −a2 and −i t2 along −b, with opposite signs on B, and the on-site energies are ±M. Since i t2 e^(iθ) − i t2 e^(−iθ) = −2 t2 sin θ,

H_AB = t φ,  φ = 1 + e^(−ik1) + e^(−ik2),
H_AA = −H_BB = d_z = M − g S,  S = sin k1 + sin(k2−k1) − sin k2,  g = 2 t2.

H is traceless, so the Cayley–Hamilton theorem gives H² = D·1 with D = −det H = ½ Tr H², for complex k as well as real k. For real k, D = t²|φ|² + d_z² and the bands are ±√D. The lower band is filled.

D vanishes only where φ and d_z both vanish. Three unit numbers add to zero only as an equilateral triangle, so φ = 0 only at K′ = (2π/3, 4π/3) and K = −K′. At K′ the three arguments k1, k2−k1, −k2 all equal 2π/3 modulo 2π, so S = 3√3/2. With μ = 3√3 t2,

d_z(K′) = M − μ ≡ m,  d_z(K) = M + μ.

The parameters are round model values: t = 1, μ = 1 (t2 = 0.192450), and M = 0.5 or M = 1.5, so m = −0.5 or +0.5. In both cases D > 0 everywhere on the real zone. The program asserts that the smallest 2√D on a 120×120 grid, which contains K′, is 2|m| = 1 t in both cases.

The operator

P = ½(1 − H/√D)   (1)

satisfies P² = ¼(1 − 2H/√D + 1) = P and HP = ½(H − √D) = −√D P, so it projects on the lower band. The energy per cell is E = ⟨e⟩ with e = Tr HP = −√D, the occupation of A is n_A = ⟨P_AA⟩ with P_AA = ½(1 − d_z/√D), and the density matrix is ρ(R) = P̂(R). No eigenvector phase enters any of them.

**Curvature, and the Chern numbers of the two cases**

Define F = i Tr P[∂1P, ∂2P] with ∂_j = ∂/∂k_j, and C = (1/2π) ∫F dk1 dk2. Let the columns of U(k) be r orthonormal vectors spanning the filled space, so U†U = 1 and P = UU†; here r = 1, but the algebra costs nothing more for general r. Put Q = 1 − P. Differentiating P² = P gives ∂P = ∂P P + P ∂P, and multiplying by P on both sides gives P ∂P P = 0, hence ∂P P = Q ∂P P. Insert ∂P = ∂U U† + U ∂U† and use QU = 0 and U†P = U†:

Q ∂_jP P = Q ∂_jU U†.

Then, by P = P², Q = Q² and cyclicity of the trace,

Tr P ∂1P ∂2P = Tr (Q ∂1P P)†(Q ∂2P P) = tr ∂1U† Q ∂2U = tr ∂1U†∂2U − tr (∂1U†U)(U†∂2U).

Differentiating U†U = 1 shows that X_j = U†∂_jU is anti-Hermitian, so the last term equals +tr X1X2. It is symmetric under 1↔2 and cancels in the commutator. The remaining two terms are complex conjugates of each other, and i(z − z̄) = −2 Im z, so

F = −2 Im tr ∂1U†∂2U.   (2)

For r = 1, U = u, define A_j = i u†∂_ju. Where u is twice differentiable, ∂1A2 − ∂2A1 = i(∂1u†∂2u − ∂2u†∂1u) = F. The program tests (2) by finite differences at three k-points in each phase, to 10⁻⁷.

A concrete u comes from projecting the trial orbital B:

ψ = P|B⟩ = (P_AB, P_BB) = (−tφ/(2√D), ½(1 + d_z/√D)),  |ψ|² = ⟨B|P|B⟩ = P_BB,  u = ψ/|ψ|.

P_BB = 0 requires d_z = −√D, that is φ = 0 and d_z < 0. At K, d_z = M + μ > 0 in both cases. At K′, d_z = m. For M = 1.5 there is no zero (the grid minimum of P_BB is 0.7236), u is smooth and periodic, the integral of the curl of a periodic A over the torus vanishes, and C = 0.

For M = 0.5 there is one zero, at K′. Let k = K′ + q, p1 = q·a1 = q_x, p2 = q·a2 = q_x/2 + √3 q_y/2, and ω = e^(2πi/3). At K′, e^(−ik1) = ω⁻¹ and e^(−ik2) = ω, so to first order φ = −i(ω⁻¹p1 + ωp2). The coefficient of q_x in the bracket is ω⁻¹ + ω/2 = −3/4 − i√3/4 = (√3/2) e^(−5πi/6). The coefficient of q_y is (√3/2) e^(2πi/3) = (√3/2) e^(−5πi/6)·(−i). Therefore

tφ = e^(iχ) v (q_x − i q_y) = e^(iχ) v q e^(−iθ),  v = √3 t/2 = 0.866025,

with a constant phase χ and the polar angle θ of q. Multiplying numerator and denominator of P_BB = (√D + d_z)/(2√D) by √D − d_z gives P_BB = t²|φ|²/(2√D(√D − d_z)) → v²q²/(4m²). Thus |ψ| → vq/(2|m|), and

u_A → −e^(iχ) e^(−iθ),  u_B → vq/(2|m|).

The vector u has a phase vortex of winding n = −1. Apply Stokes' theorem to the zone with a small disc around K′ removed. Opposite edges of the zone cancel because A is periodic, and the inner boundary runs clockwise, so ∫F = −∮A·dk with the circle taken counter-clockwise. On the circle A = i·(i n∇θ) = −n∇θ plus bounded terms, so ∮A·dk → −2πn. F is smooth because P is, so the disc itself contributes nothing in the limit. Hence C = n = −1. The program obtains C = −1 and C = 0 from plaquette products of numerically diagonalized eigenvectors, and asserts that the winding of u_A around K′, printed as −1.000000, equals C.

**The Wannier function of the Chern phase**

Let w_R = û(R). A Bloch state has amplitude u e^(ik·R) in cell R, so w_R is the amplitude of the Wannier function in cell −R; the sign plays no part in decay or moments. The large-R behaviour is set by the one non-smooth point. Split u with a smooth cutoff around K′. The smooth remainder has coefficients that fall faster than any power, by repeated integration by parts. For the vortex term, the integral representation of the Bessel function gives

∫dθ e^(−iθ) e^(−iqR cos(θ−θ_R)) = −2πi e^(−iθ_R) J1(qR),

and the radial integral is R⁻² ∫x J1(x) dx, to be taken with a cutoff that is removed as R → ∞. With the cutoff e^(−εx), the relation J1 = −J0′, the Laplace transform ∫e^(−εx)J0 dx = (1+ε²)^(−1/2) and an integration by parts give ∫e^(−εx)J1 dx = 1 − ε(1+ε²)^(−1/2). Applying −d/dε gives ∫x e^(−εx)J1 dx = (1+ε²)^(−3/2) → 1. Therefore

|w_A(R)| → (A_c/4π²)·2π/R² = A_c/(2πR²),  A_c/2π = 0.137832 a².   (3)

The next terms of u are of degree one in q. By the substitution q → q/R they transform to R⁻³, so the relative correction to (3) is of order 1/R. From a 1024×1024 grid, n²|w_A(n a1)| is 0.13314 a² at n = 30 and 0.13554 a² at n = 60. These lie 3.4% and 1.7% below the limit, and the halving is what a 1/R correction gives. The last digit is not converged, because the R⁻² tail aliases on a finite grid: 2048×2048 and 4096×4096 grids give 0.13313 and 0.13551 a², a shift of up to 3×10⁻⁵ a². The fitted power between the two points is −1.974.

By Parseval's theorem Σ|R|²|w_R|² = ⟨|∇u|²⟩, and |∇e^(−iθ)|² = 1/q². A grid resolves q down to order 1/N, so

⟨R²⟩_N = (A_c/4π²) 2π ∫dq/q = (A_c/2π) ln N + constant.   (4)

The program measures ⟨|∇u|²⟩ by differences along the three shortest grid steps β_j, of length 4π/(√3N). Three such steps obey Σβ_jβ_jᵀ = (3/2)|β_j|²·1, which fixes the weight 2/(3|β_j|²). For N = 64, 256, 1024, all equal to 1 modulo 3 so that K′ sits at the same place inside a mesh triangle, the values are 0.73990, 0.93309, 1.12439 a². The slope is (1.12439 − 0.93309)/ln 4 = 0.13799 a², 0.1% above (4). Here R labels cells; measuring from true orbital positions shifts R by a bounded vector, which cannot turn a divergent moment into a finite one. In the trivial phase the values are 0.13186, 0.13206, 0.13207 a², and |w_A(30 a1)| is 1.4×10⁻¹⁰ against 1.5×10⁻⁴ in the Chern phase. This is one gauge; that no gauge has a finite second moment is part (a) of the theorem below.

**Grid error as a sum of Fourier coefficients**

On the grid k_j = 2πl_j/N, the average of e^(ik·R) is a product of two geometric sums, each equal to 1 if N divides R_j and 0 otherwise. For f = Σ f̂(R) e^(ik·R), absolutely convergent,

f_N − ⟨f⟩ = Σ_(R≠0) f̂(NR).   (5)

The grid is the set of momenta of a periodic N×N cluster. The program tests, to 10⁻¹¹, that real-space diagonalization of the 6×6 cluster gives the same E and n_A as the grid and as the sum (5). The convergence question is now the decay of f̂ for f = e and f = P.

Let κ be a real vector such that D(k − isκ) ≠ 0 for all real k and all s in [0, 1]. Define

ln D(k − isκ) = ln D(k) + ∫₀ˢ ds′ (−iκ·∇D/D)(k − is′κ).

The first term is well defined because D > 0 for real k, and the integrand is periodic in k. So ln D, and with it √D, e and P, continue to analytic periodic functions on the shifted tori. For any such f put G(k) = f(k) e^(−ik·R). Then d/ds ⟨G(k − isκ)⟩ = −iκ·⟨∇G⟩ = 0, because the average of the derivative of a periodic function vanishes. Since e^(−i(k−iκ)·R) = e^(−ik·R) e^(−κ·R),

f̂(R) = e^(−κ·R) ⟨f(k − iκ) e^(−ik·R)⟩,  |f̂(R)| ≤ e^(−κ·R) max_k |f(k − iκ)|.   (6)

The normalized u of the Chern phase admits no such shift, since it is singular at a real k. P does. The program tests (6) by comparing the coefficient at R = 10 a1 on the real and on a shifted torus, to a relative 10⁻⁸.

**The rate**

For R = N a1 set k1 = x = 2u′ and k2 = u′ + y, where u′ = x/2; then x = k_x, y = (√3/2)k_y and dk1 dk2 = dx dy. The continuation of |φ|² is 3 + 2cos k1 + 2cos k2 + 2cos(k1−k2). With 3 + 2cos 2u′ = 1 + 4cos²u′, cos(u′+y) + cos(u′−y) = 2cos u′ cos y and sin(y−u′) − sin(y+u′) = −2 sin u′ cos y,

D = t²(1 + 4cos²u′ + 4cos u′ cos y) + (M − g sin 2u′ + 2g sin u′ cos y)².   (7)

D depends on y only through cos y, so ∂_yD = 0 at y = 0. The line y = π is the same line, reached by u′ → u′ + π. At y = 0 the first bracket is (1 + 2cos u′)², so D = (Φ + i d_z)(Φ − i d_z) with Φ = t(1 + 2cos u′). With z = e^(iu′), Φ = t(1 + z + 1/z) and i d_z = iM − (g/2)(z² − z⁻²) + g(z − z⁻¹), and multiplying by z²,

z²(Φ + i d_z) = −(g/2)z⁴ + (t+g)z³ + (t+iM)z² + (t−g)z + g/2,
z²(Φ − i d_z) = (g/2)z⁴ + (t−g)z³ + (t−iM)z² + (t+g)z − g/2.

A root with |z| > 1 has Im x = −2 ln|z| < 0. The one nearest the unit circle defines x* and α = −Im x*. Modulo 2π,

C = −1: x* = 2.204089 − 0.668728i,  C = 0: x* = 2.118747 − 0.497010i.

The program asserts that the next root is more than 1.2α deep. A zero at some y ≠ 0 could still come first as the shift κ = (κ1, κ1/2) grows. To exclude it, the program fixes k2 = Re k2 − iκ1/2, finds the roots z1 = e^(ik1) of the quartic z1²D, and counts those with |z1| < e^(κ1); a zero of D on the shifted torus is a root on that circle. The count is 2 for 240 values of Re k2 and 16 values of κ1 up to 0.99α, and changes at 1.03α. This is a sampled check, not a proof, and it is confirmed by the coefficient ratios given below.

Both roots lie below K′, where x = 2π/3 = 2.094395, and an expansion there explains their values. Each term of S is sin(2π/3 + ε_j) with ε_j = q·b_j, Σε_j = 0 and Σε_j² = (3/2)q², so S = (3√3/2)(1 − q²/4) and d_z = m + μq²/4 to second order. Then

D ≈ m² + c2 q²,  c2 = v² + mμ/2,  α ≈ |m|/√c2.   (8)

For m = −0.5, c2 = 0.75 − 0.25 = 0.5 and the estimate is 0.7071, 5.7% above the true α. For m = +0.5, c2 = 1 and the estimate is 0.5000, 0.6% above. In the Chern phase of this model m < 0 while d_z rises as +μq²/4, so |d_z| falls on leaving K′, the band is flatter there, and the complex zero is further away. This is why α is 1.3455 times larger at equal gap. By (8) the same ordering of α holds in this model for any fixed μ > 0 when |m| is small, because c2 is smaller for m < 0. It reflects the shape of the bands near K′ and is not a general rule about topology. Adding a term λ|φ|² to d_z leaves its values at K and K′, and hence C, unchanged for small |m|, but since |φ|² ≈ 3q²/4 near K′ it gives c2 = v² + m(μ + 3λ)/2. For λ slightly below −μ/3 the ordering of α at small |m| is therefore reversed.

The shift of the real part comes from the cubic term. On y = 0 put x = 2π/3 + p, with u′ = 4π/3 + p/2. Then Φ = t(1 − cos(p/2) + √3 sin(p/2)) = t(√3p/2 + p²/8 + …), which contributes √3t²/8 to the p³ coefficient of D. The cubic term of S is −cos(2π/3) Σε³/6 = p³/16, because ε = p, −p/2, −p/2 gives Σε³ = 3p³/4; it contributes 2m(−g/16). So c3 = √3t²/8 − mg/8, and solving m² + c2p² + c3p³ = 0 to first order about p0 = −i|m|/√c2 gives δp = −c3p0²/(2c2) = c3m²/(2c2²). With g = 0.3849 this is 0.2406×0.25/0.5 = 0.120 and 0.1925×0.25/2 = 0.024, against the printed shifts 2.2041 − 2.0944 = 0.110 and 2.1187 − 2.0944 = 0.024.

Shifting k1 alone, with k2 real, also satisfies (6) but reaches a zero sooner, at α0 = 0.5456 and 0.4284. Such an α0 is a lower bound on the rate, not the rate. For the isotropic form (8) the allowed κ fill a disc; κ2 = 0 means κ ⊥ a2, at 30° to a1, so α0/α = cos 30° = 0.866. The actual ratios are 0.816 and 0.862.

The grid error is now a sum of Fourier coefficients whose exponential rate α is set by a complex zero of D, and at equal gap this rate is larger in the Chern phase of this model than in the trivial one. What remains is the prefactor, the comparison with computed grid errors, and the general statement for gapped bands with any C.
